\section*{Finite-field Berry-phase minimisation and its limit on the number of k points}

\section{A chain of isolated cells}

Take a chain of cells of length $a$, each with an orbital of energy $+m$ at position $0$ and one of energy $-m$ at $a/2$, with no hopping. One electron per cell (one spin channel) fills the lower orbital, and the gap is $E_g=2m$. Apply a field $F>0$ along the chain. The electron has charge $-e$ and potential energy $+eFx$.

Describe the state on $N$ points $k_j=j\,\Delta k$, $\Delta k=2\pi/(Na)$, by normalised two-component vectors $u_j$. Because of the orbital positions, the vector one zone further on is $u_N=\mathrm{diag}(1,-1)\,u_0$. The energy per cell to be minimised is
\begin{equation}
E=\frac1N\sum_j\langle u_j|H_j|u_j\rangle+eF\bar x,\qquad
\bar x=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle .
\label{E}
\end{equation}
The sign of $\bar x$ follows from $\langle u_j|u_{j+1}\rangle\approx1-i\Delta k\,\langle u|i\partial_ku\rangle$, so that $\bar x$ tends to $(a/2\pi)\oint\langle u|i\partial_k u\rangle dk$, the mean electron position in a cell. The polarization, as dipole per length, is $-e\bar x/a$. Multiplying any $u_j$ by a phase changes nothing, since $u_j$ enters once as bra and once as ket.

Mix in a little of the upper orbital, $u_j=(z_j,1)/\sqrt{1+|z_j|^2}$. The band energy rises by $E_g|z_j|^2$ to second order. Each link has the phase of $1+z_j^*z_{j+1}$, which is $\mathrm{Im}\,z_j^*z_{j+1}$ to the same order. The zone boundary adds a constant phase $\pi$ and the condition $z_N=-z_0$. With
\begin{equation}
X=\frac{eFNa}{2\pi}=\frac{eF}{\Delta k}
\end{equation}
and modes $z_j=N^{-1/2}\sum_n\zeta_n e^{iq_nj}$, $q_n=2\pi(n+\tfrac12)/N$,
\begin{equation}
N\,\delta E=\sum_j\left(E_g|z_j|^2-X\,\mathrm{Im}\,z_j^*z_{j+1}\right)
=\sum_n\left(E_g-X\sin q_n\right)|\zeta_n|^2 .
\label{atomic}
\end{equation}
The insulating state $z=0$ is stationary at every field, but it is a minimum only for $X<E_g/\max_n\sin q_n$. For a gap of 1 eV this gives 1.0000 eV at $N=10$ and 1.0353 eV at $N=12$; following the minimum numerically gives 1.0000 and 1.0352 eV.

The factor $2\pi$ has a plain meaning. A mode of wave number $q$ on the $k$ mesh moves the excited electron by a distance $R=q/\Delta k$ down the potential. The true gain would be $eFR$. The mesh credits only $eF\sin(R\Delta k)/\Delta k$, which peaks at $R=Na/4$ with the value $eF/\Delta k=X$. The state is therefore lost at $eFNa=2\pi E_g$ (somewhat above it if no mode has exactly this $R$, as for $N=12$), not when the drop along the whole ring, $eFNa$, equals the gap.

\section{What fails in a plain minimisation}

The naive scheme fixes $F$, refines the mesh until results settle, and seeks the lowest $E$. It fails in two ways.

First, there is no lowest $E$. Hold all vectors but $u_j$ fixed, with $u_{j-1}$ and $u_{j+1}$ not parallel. Near the state orthogonal to $u_{j+1}$, write $u_j\propto w_{j+1}+\zeta u_{j+1}$ with $w_{j+1}\perp u_{j+1}$. Then $\langle u_j|u_{j+1}\rangle\propto\zeta^*$, while the other overlap stays away from zero. Carrying $\zeta$ once around the origin restores $u_j$ and its band energy, but shifts the phase by $2\pi$ and $E$ by $\pm eFa$. Repeated circuits lower $E$ without limit. Taking the principal value of the logarithm does not cure this: it puts a jump of $eFa$ in the energy, at which descent can stall in a state that is not stationary. The object to compute is a local minimum, with the phase followed continuously.

Second, at fixed $F$ the quantity $X$ grows with $N$, so refinement itself destroys the local minimum. A usable scheme must know where this happens for bands with dispersion.

\section{Gradient and curvature}

Now let $H_j$ be any smooth two-band Hamiltonian with a gap, with position diagonal in the orbitals. Interactions and lattice motion are left out. Let $w_j\perp u_j$ be normalised and vary $u_j\to(u_j+z_jw_j)/\sqrt{1+|z_j|^2}$. With $S_j=\langle u_j|u_{j+1}\rangle$, define
\begin{equation}
A_j=\frac{\langle w_j|u_{j+1}\rangle}{S_j},\quad
B_j=\frac{\langle u_j|w_{j+1}\rangle}{S_j},\quad
C_j=\frac{\langle w_j|w_{j+1}\rangle}{S_j}.
\end{equation}
The normalisation is real and drops out of the phase. Expanding the logarithm of the new overlap to second order gives
\begin{equation}
\ln S_j+z_j^*A_j+z_{j+1}B_j+c_jz_j^*z_{j+1}
-\tfrac12z_j^{*2}A_j^2-\tfrac12z_{j+1}^2B_j^2,
\quad c_j=C_j-A_jB_j ,
\label{log}
\end{equation}
where the cross term of the square has been joined to $C_j$.

At first order, the terms containing $z_j$ are $-X\,\mathrm{Im}(z_j^*A_j+z_jB_{j-1})$. Using $\mathrm{Im}(zB)=-\mathrm{Im}(z^*B^*)$ and $-\mathrm{Im}\,y=\mathrm{Re}(iy)$,
\begin{equation}
N\,\delta E^{(1)}=2\,\mathrm{Re}\sum_jz_j^*g_j,\qquad
g_j=\langle w_j|H_j|u_j\rangle+\frac{iX}{2}\left(A_j-B_{j-1}^*\right).
\label{grad}
\end{equation}
The bracket equals $\langle w_j|\tilde u_{j+1}-\tilde u_{j-1}\rangle$, where $\tilde u_{j\pm1}=u_{j\pm1}/\langle u_j|u_{j\pm1}\rangle$. Since $X=eF/\Delta k$, the field term is a centred difference for $eF\,i\partial_k$, the potential energy $eFx$ in $k$ space.

At second order the band energy gives $G_j|z_j|^2$, with $G_j=\langle w_j|H_j|w_j\rangle-\langle u_j|H_j|u_j\rangle$. Taking $-X\,\mathrm{Im}$ of the quadratic terms in (\ref{log}),
\begin{equation}
N\,\delta E^{(2)}=\sum_jG_j|z_j|^2+X\,\mathrm{Re}\sum_j i c_jz_j^*z_{j+1}+\mathrm{Re}\sum_jq_jz_j^2,
\label{hess}
\end{equation}
with $q_j=-\tfrac{iX}{2}(B_{j-1}^2-A_j^{*2})$.

Two facts control this form. The overlaps between the orthonormal pairs $(u_j,w_j)$ and $(u_{j+1},w_{j+1})$ form a unitary matrix with determinant $S_j^2c_j$, so $|c_j|=1/|S_j|^2\ge1$. And $G_j=\mathrm{tr}H_j-2\langle u_j|H_j|u_j\rangle$ is at most the direct gap $E_g(k_j)$, because no expectation value lies below the lower band.

\section{Where the minimum is lost}

\subsection{An upper bound}

Consider any local minimum with nonzero overlaps. Set $z_0=0$, which cuts the ring, and $z_j=r_je^{i\theta_j}$ with $r_j\ge0$. Choose the phases one after another so that $ic_je^{i(\theta_{j+1}-\theta_j)}=-|c_j|$. Add a common phase to all $z_j$ and average over it: the $q_j$ terms vanish and the others are unchanged. At a minimum the average cannot be negative, so
\begin{equation}
0\le\sum_jG_jr_j^2-X\sum_j|c_j|r_jr_{j+1}
\le\sum_jE_g(k_j)r_j^2-X\sum_jr_jr_{j+1}.
\label{bound}
\end{equation}
Let $J$ be the open-chain matrix with $\tfrac12$ between neighbours, so that $\sum_jr_jr_{j+1}=r^TJr$. Then (\ref{bound}) requires $X\le X_N$, where $1/X_N$ is the largest eigenvalue of $E_g^{-1/2}JE_g^{-1/2}$ and $E_g$ is here the diagonal matrix of direct gaps. The corresponding eigenvector can be taken non-negative, as the argument needs.

From here on $E_g$ without argument is the smallest direct gap. A trial $r$ of sine shape on $M$ points around it gives $X_N\le\max_ME_g(k)/\cos[\pi/(M+1)]$. Letting $M\to\infty$ with $M/N\to0$ brings the right side down to $E_g$.

\subsection{Existence below the gap}

Fix $X<E_g$ and let $N$ grow, so that $F\propto1/N$. Start from the zero-field bands. There $\langle w_j|H_j|u_j\rangle=0$, and $A_j$ and $B_j$ are $O(1/N)$, so the gradient is $O(1/N)$. Stationarity reads
\begin{equation}
E_g(k_j)z_j+\tfrac{iX}{2}\left(c_jz_{j+1}-c_{j-1}^*z_{j-1}\right)=-g_j-q_j^*z_j^*+O(z^2).
\end{equation}
The off-diagonal coefficients add up in modulus to $X[1+O(N^{-2})]$, less than the diagonal one. The inverse is therefore bounded, in the largest component, by about $1/(E_g-X)$. Each equation couples three neighbours, so the nonlinear remainder is uniformly small, and a contraction gives a solution with all $|z_j|=O(1/N)$. At that solution $G_j$, $|c_j|$ and $q_j$ differ from $E_g(k_j)$, $1$ and $0$ by $O(N^{-2})$. Since $\sum|z_jz_{j+1}|\le\sum|z_j|^2$, the form (\ref{hess}) is at least $[E_g-X-O(N^{-2})]\sum|z_j|^2$. The solution is a minimum. With the upper bound,
\begin{equation}
eF_cNa\longrightarrow2\pi E_g\qquad(N\to\infty,\ a\ \text{fixed}).
\label{limit}
\end{equation}
A second spin channel doubles $E$ and leaves this unchanged.

\subsection{The leading correction to the bound}

For slowly varying $r$, use $r_jr_{j+1}=\tfrac12(r_j^2+r_{j+1}^2)-\tfrac12(r_{j+1}-r_j)^2$. Near the gap minimum, taken to lie far from the cut at $z_0=0$, and with $n$ counting $k$ points from the minimum, the right side of (\ref{bound}) becomes
\begin{equation}
\sum_n\left[E_g-X+\tfrac12E_g''\Delta k^2n^2\right]r_n^2+\frac X2\sum_n(r_{n+1}-r_n)^2 .
\end{equation}
This is an oscillator on the $k$ lattice with zero-point energy $\tfrac12\Delta k\sqrt{XE_g''}$. Setting its lowest value to zero, with $X\approx E_g$ under the root,
\begin{equation}
X_N\approx E_g+\frac{\pi}{Na}\sqrt{E_gE_g''}.
\label{osc}
\end{equation}
For alternating hoppings $t_1,t_2$ and site energies $\pm m$, $E_g(k)^2=4[m^2+(t_1-t_2)^2+4t_1t_2\cos^2(ka/2)]$. The smallest gap is at $k=\pi/a$, where $E_g''=4t_1t_2a^2/E_g$, and the correction is $2\pi\sqrt{t_1t_2}/N$.

\section{The scheme}

These results fix the design.
\begin{enumerate}
\item Choose $N$ so that $X$ stays below the threshold for the wanted field, and start from the zero-field state or from the solution at a lower field.
\item Step with $z_j=-g_j/[E_g(k_j)+X]$. For $|c_j|\approx1$ and small $q_j$, (\ref{hess}) is at most $\sum(E_g(k_j)+X)|z_j|^2$. Near a minimum the scaled curvatures then lie between 0 and about 1, and no mode overshoots appreciably.
\item Cap $|z_j|$ (0.2 here), take the phase on the branch nearest to the previous one, and halve the step if the energy rises.
\item Finish with Newton steps and require (\ref{hess}) to be positive. A vanishing gradient alone does not distinguish a minimum from a saddle.
\end{enumerate}

\section{Worked example}

Take $a=0.25$ nm, $t_1=2.9$ eV, $t_2=2.1$ eV and $m=0$, so $E_g=2(t_1-t_2)=1.6$ eV and $2\pi E_g=10.05$ eV. Following the minimum up from zero field gives

\begin{center}
\begin{tabular}{rccc}
$N$ & $X_c$ (eV) & $X_N$ (eV) & $F_c$ (MV/cm)\\
20 & 1.079 & 2.381 & 13.56\\
40 & 1.364 & 1.989 & 8.57\\
80 & 1.615 & 1.794 & 5.07\\
160 & 1.673 & 1.697 & 2.63\\
320 & 1.644 & 1.648 & 1.29
\end{tabular}
\end{center}

For $N=160$, for instance, $F_c=2\pi(1.673\ \mathrm{eV})/(e\times40\ \mathrm{nm})=0.263$ V/nm. The approach to the gap is not monotonic. On coarse meshes $X_c$ falls well short of $E_g$, to $0.67E_g$ at $N=20$. Three things left out of the bound act in this direction: the polarised state has $G_j<E_g(k_j)$, finite link angles make $|c_j|>1$, and the $q_j$ terms, which the phase average removes, can only lower the smallest curvature. Their separate shares are not listed here. On fine meshes $X_c$ lies slightly above $E_g$, as the localisation cost in (\ref{osc}) suggests. At $N=320$ that formula gives $1.6+2\pi(2.468)/320=1.6485$ eV, against a bound of 1.6484 eV. A polar chain with $(t_1,t_2,m)=(1.2,0.8,0.6)$ eV behaves alike at $N=160$: gap 1.442 eV, threshold 1.477 eV, bound 1.481 eV.

Descent shows the two regimes. At $N=40$ and $X=1.091$ eV, $0.8$ of the threshold, it converges in 60 steps, with a phase change of 0.039 turns. From the same slightly perturbed start at $X=2.0885$ eV, 5\% above $X_N$, the phase advances by 5.12 turns in 61 steps. With $eFa=0.328$ eV the field energy falls by $5.12\times0.328=1.68$ eV per cell. The total falls by 1.57 eV, so the band energy rises by only 0.11 eV per cell. As in the second section, the energy keeps falling as the phase winds. The path is different, though: several neighbouring vectors near the gap minimum turn together, and no overlap comes close to zero. Above the bound there is no minimum at which further descent could settle.

Now fix $F=1$ MV/cm, so $eFa=0.025$ eV. Setting $NeFa/2\pi=E_g+2\pi\sqrt{t_1t_2}/N$ and solving the quadratic for $N$,
\begin{equation}
N_{\max}\approx\frac{\pi}{eFa}\left[E_g+\sqrt{E_g^2+4eFa\sqrt{t_1t_2}}\right]=411.6 .
\end{equation}
The direct search finds a minimum up to $N=410$, a ring of 102.5 nm. At $N=450$ a stationary state still exists, but as a saddle. In this regime the minimum disappears while the stationary point does not. Whether the branch itself ends on the coarsest meshes is not settled by these numbers.

The criterion $eFNa=E_g$ would have stopped at $N=64$. There is useful room beyond it. At $N=160$ the field displaces the electrons by $-1.322$ pm. An open chain, treated by direct diagonalization and using the difference between 40 and 30 cells to remove the ends, gives $-1.325$ pm. The two differ by 0.2\% of the latter. The difference is mesh error: the same field gives $-1.311$ pm at $N=64$, 1\% short, and $-1.324$ pm at $N=320$.

\section{Numerical threshold and real breakdown}

The parameters are round values in the rough regime of trans-polyacetylene. $F_c$ is not a breakdown field of that material: it falls by a factor of ten between $N=20$ and $N=320$ with the chain unchanged. In the ideal chain, physical decay proceeds by interband tunnelling; breakdown of a real sample can also come from impact ionisation, defects, carrier injection and heating, which the model does not contain. Near the gap the bands are $\pm\sqrt{(E_g/2)^2+t_1t_2a^2q^2}$, with $q$ measured from $\pi/a$ and swept at the rate $eF/\hbar$. The Landau--Zener formula then gives, per crossing of the zone,
\begin{equation}
P=\exp\left[-\frac{\pi E_g^2}{4eFa\sqrt{t_1t_2}}\right].
\end{equation}
At $eFa=0.3$ eV it gives 0.0662, and direct time propagation gives 0.0668. At 1 MV/cm the formula gives $P\approx7\times10^{-15}$; with $eFa/h$ crossings per second, taken as independent, this is about $0.04\ \mathrm{s}^{-1}$ per cell and spin. The full band dispersion makes the exponent about 0.3\% smaller, which raises both numbers by about a tenth. The metastable state is thus long-lived on electronic time scales. At the $N=40$ threshold, 8.6 MV/cm, $P$ is already about 0.02, and a converged minimum just below that field would describe a rapidly decaying state.

Thermal excitation is negligible here, with $\exp(-E_g/2k_BT)\approx4\times10^{-14}$ at 300 K. The independent-electron assumption is the weaker one. Two opposite charges at the distance $2a\sqrt{t_1t_2}/E_g=0.77$ nm, screened by a rough permittivity of 3, attract by about 0.6 eV, or 0.4 of the gap. Excitations with electron and hole this close are therefore poorly described. The mode that destroys the minimum separates them by about $Na/4$, where the same attraction is weaker: about 0.05 eV at 10 nm, for $N=160$. The full effect of interactions on the threshold, including their effect on the gap itself, is not computed here. Lattice relaxation, disorder and coupling between chains are also left out, and their effect is not estimated. The numerical output below lists most of the values used here.

\section*{Computed values}
\begin{verbatim}
atomic limit, gap 1 eV, N=10: X_c = 1.0000 eV, sine law 1.0000 eV
atomic limit, gap 1 eV, N=12: X_c = 1.0352 eV, sine law 1.0353 eV
polar chain t1,t2,m = (1.2, 0.8, 0.6) eV, N=160: gap 1.4422 eV, X_c 1.4771 eV, bound 1.4806 eV
example: a = 0.25 nm, t1 = 2.9 eV, t2 = 2.1 eV, gap = 1.6000 eV
limit 2 pi gap = 10.053 eV
N=20: X_c 1.0791 eV, bound 2.3806 eV, eF_cNa 6.780 eV, X_c/gap 0.6744, F_c 13.560 MV/cm
N=40: X_c 1.3637 eV, bound 1.9890 eV, eF_cNa 8.569 eV, X_c/gap 0.8523, F_c 8.569 MV/cm
N=80: X_c 1.6153 eV, bound 1.7940 eV, eF_cNa 10.149 eV, X_c/gap 1.0096, F_c 5.075 MV/cm
N=160: X_c 1.6728 eV, bound 1.6969 eV, eF_cNa 10.511 eV, X_c/gap 1.0455, F_c 2.628 MV/cm
N=320: X_c 1.6437 eV, bound 1.6484 eV, eF_cNa 10.328 eV, X_c/gap 1.0273, F_c 1.291 MV/cm
N=320: oscillator formula for the bound = 1.6485 eV
descent N=40, X=1.0910 eV: converged in 60 steps, phase change 0.0390 turns, energy change -0.00464 eV/cell
descent N=40, X=2.0885 eV: 5.12 turns after 61 steps, energy change -1.5700 eV/cell, eFa = 0.3281 eV
working field 1.0 MV/cm: eFa = 0.0250 eV
electron displacement: Berry phase N=160 -1.3224 pm, open chain -1.3246 pm
largest N with a minimum at 1.0 MV/cm: 410 (formula 411.6), length 102.5 nm; at N=450 the stationary state is a saddle
simple estimate eFNa = gap would give N = 64.0
tunnelling per zone crossing at eFa=0.3 eV: propagated 0.0668, Landau-Zener 0.0662
at 1.0 MV/cm: probability 7.02e-15, rate 4.24e-02 1/s per cell and spin
at F_c of N=40: tunnelling probability per crossing 2.23e-02
at F_c of N=320: tunnelling probability per crossing 1.09e-11
thermal factor exp(-gap/2kT) at 300 K: 3.64e-14
electron-hole length 0.771 nm; attraction at permittivity 3: 0.622 eV = 0.39 gap
\end{verbatim}
